Core Polarization in the Hyperfine Constant of Lithium-7

**Problem**

The ground state of the ⁷Li atom is a doublet S state with configuration 1s² 2s. Its hyperfine interaction is H = h A I·S, where I and S are the dimensionless nuclear and electronic spins. The measured A is about 400 MHz. Take the nuclear g factor as the given input g_N = 2.171.

(a) Compute A in restricted open-shell Hartree-Fock (ROHF), where both 1s electrons share one orbital.

(b) Compute A in unrestricted Hartree-Fock (UHF), where all three spin orbitals are free.

(c) Find the part of A that arises because the 2s electron makes the two 1s orbitals differ.

Take the nucleus as an infinitely heavy point and the electrons as nonrelativistic.

**A tempting solution**

For an S state, A is proportional to the spin density at the nucleus,

A = C ρ_s(0), ρ_s = n_α − n_β,

where n_α and n_β are the densities of spin-up and spin-down electrons and M_S = +1/2. The constant is C = 1737.3 MHz a₀³.

In ROHF the 1s electrons cancel and the 2s orbital remains. The calculation gives ρ_s(0) = 0.1666 a₀⁻³, so A = 289.4 MHz. UHF gives ρ_s(0) = 0.2247 a₀⁻³ and A = 390.4 MHz.

For (c), one takes the orbitals that the UHF program delivers, the eigenfunctions of the two Fock operators, and sorts the spin density by orbital:

1s part: C(|1sα(0)|² − |1sβ(0)|²) = 105.8 MHz

2s part: C|2sα(0)|² = 284.6 MHz

The parts add up to 390.4 MHz, and the core polarization is declared to be 105.8 MHz.

**Where it fails**

The answers to (a) and (b) stand. The answer to (c) does not, and the numbers carry a warning: the alleged core part exceeds the whole difference between UHF and ROHF, 100.9 MHz. The 2s part has meanwhile dropped by 4.8 MHz below its ROHF value.

The fault is that the two occupied α orbitals have no separate identity in a determinant. Replace the real orbitals ψ₁ = 1sα and ψ₂ = 2sα by

ψ₁′ = cos θ ψ₁ + sin θ ψ₂

ψ₂′ = −sin θ ψ₁ + cos θ ψ₂.

The α density matrix, which fixes the determinant up to a sign, contains

ψ₁′(r)ψ₁′(r′) + ψ₂′(r)ψ₂′(r′)
= (cos²θ + sin²θ)[ψ₁(r)ψ₁(r′) + ψ₂(r)ψ₂(r′)]
+ (sin θ cos θ − sin θ cos θ)[ψ₁(r)ψ₂(r′) + ψ₂(r)ψ₁(r′)].

The last bracket has coefficient zero, so energy and spin density are unchanged. The density of the first orbital alone does change:

ψ₁′(0)² = cos²θ ψ₁(0)² + 2 sin θ cos θ ψ₁(0)ψ₂(0) + sin²θ ψ₂(0)².

For small θ the shift is 2θ ψ₁(0)ψ₂(0). The factor ψ₁(0) is large, so a minute rotation matters. Another choice of α orbitals for the same UHF state, defined below, gives a 1s part of 99.6 MHz. The two choices differ by 6.2 MHz, or 0.00355 a₀⁻³. With ψ₁(0)² ≈ 6.85 a₀⁻³ and ψ₂(0)² ≈ 0.167 a₀⁻³, the product ψ₁(0)ψ₂(0) is about 1.07 a₀⁻³, and

θ ≈ 0.00355/(2 × 1.07) ≈ 0.0017 rad.

A rotation of a tenth of a degree, with no effect on any observable, moves 6 MHz from one label to the other. Question (c) asks for the effect of a cause, so it needs a calculation in which that cause acts alone.

**The contact constant**

The nuclear moment m = g_N μ_N I has the vector potential

𝐀 = (μ₀/4π) m × r/r³ = (μ₀/4π) ∇ × (m/r),

because ∇ × (m/r) = ∇(1/r) × m = −r × m/r³. The field is the curl of this:

B = (μ₀/4π)[∇(m·∇(1/r)) − m ∇²(1/r)].

The spin density of an S state is spherical. Integrated against it, ∂ᵢ∂ⱼ(1/r) can be replaced by its isotropic part, (δᵢⱼ/3)∇²(1/r), and ∇²(1/r) = −4πδ(r). Therefore

B → (μ₀/4π)(−4π/3 + 4π) m δ(r) = (2/3) μ₀ m δ(r).

The anisotropic remainder, the dipolar coupling, averages to zero, and the orbital coupling vanishes because L = 0. The electron moment is −g_e μ_B s, with g_e positive, and its energy is minus moment times field. The two minus signs cancel:

H = (2/3) μ₀ g_e μ_B g_N μ_N Σᵢ I·sᵢ δ(rᵢ).

For M_S = +1/2, the expectation value of Σᵢ s_zᵢ δ(rᵢ) is ρ_s(0)/2. The effective form h A I_z S_z has S_z = 1/2, so the halves cancel and

A = (2/3) μ₀ g_e μ_B g_N μ_N ρ_s(0)/h = C ρ_s(0).

With ρ_s in a₀⁻³, this gives the C quoted above. For hydrogen, with the proton g factor and ρ_s(0) = 1/π, the same expression gives 1423 MHz, in accord with the measured size of roughly 1400 MHz.

**The Hartree-Fock equations**

From here on, equations are in atomic units. Let P_σ(r,r′) be the density matrix of spin σ, n the total density, and h the kinetic energy plus −3/r (no longer Planck's constant). The energy of a determinant is

E = Σ_σ Tr(h P_σ) + ½∬ n(r)n(r′)/|r−r′| − ½Σ_σ ∬ P_σ(r,r′)²/|r−r′|.

Varying P_σ gives δE = Σ_σ Tr(F_σ δP_σ), with

F_σ = h + J[n] − K[P_σ].

Here J[n] is the electrostatic potential of n, and K[P]f(r) = ∫P(r,r′)f(r′)/|r−r′| d³r′. If an occupied real orbital f changes by δ, then δP_σ = |δ⟩⟨f| + |f⟩⟨δ|, and the energy changes by 2⟨δ|F_σ|f⟩.

All occupied orbitals here are s functions, φ(r) = u(r)/(r√(4π)). A suitable orthonormal basis is

u_n(r) = N_n r e^(−ζr) L_n^(2)(2ζr), N_n² = (2ζ)³/[(n+1)(n+2)],

where L_n^(2) is an associated Laguerre polynomial. Since L_n^(2)(0) = (n+1)(n+2)/2, the value of each function at the nucleus is N_n(n+1)(n+2)/(2√(4π)).

For spherical charges, 1/|r−r′| averages over angles to 1/r_>, where r_> is the larger radius. Writing 1/r_> = ∫ ds/s² from r_> to infinity and exchanging the order of integration gives the repulsion integrals

(ij|kl) = ∫₀^∞ Q_ij(s) Q_kl(s) ds/s², Q_ij(s) = ∫₀^s u_i u_j dr.

The Fock equations then become small matrix problems, iterated until the density matrices stop changing. With 22 functions and ζ = 2 the results are:

ROHF: E = −7.432727 hartree, A = 289.4 MHz

UHF: E = −7.432751 hartree, A = 390.4 MHz

A smaller Laguerre basis and an independent Gaussian basis reproduce both constants to about 0.2 MHz. At the basis-set limit they are 289.39 and 390.35 MHz. The 22-function values in MHz quoted in this text lie within about 0.03 MHz of their limits, so their last digit can be off by one unit. This answers (a) and (b).

**What drives the polarization**

Let φ₁ and φ₂ be the ROHF 1s and 2s orbitals, and v any s function orthogonal to both. ROHF makes the energy stationary under three kinds of change.

Changing φ₁ by ηv affects both spins, so

⟨v|F_α + F_β|φ₁⟩ = 0.

Changing φ₂ by ηv affects α alone, so

⟨v|F_α|φ₂⟩ = 0.

Mixing the orbitals, φ₁ → φ₁ + ηφ₂ and φ₂ → φ₂ − ηφ₁, leaves the α space unchanged. The β term remains:

⟨φ₂|F_β|φ₁⟩ = 0.

The α and β density matrices differ by the 2s electron, P_α − P_β = |φ₂⟩⟨φ₂|. Hence F_α − F_β = −K, where K is the exchange operator of φ₂. Combined with the first condition, this gives

⟨v|F_α|φ₁⟩ = −½⟨v|K|φ₁⟩

⟨v|F_β|φ₁⟩ = +½⟨v|K|φ₁⟩.

If K has a nonzero element here, the ROHF state is no longer stationary once the two 1s orbitals may differ. They are pushed in opposite directions. The second and third conditions show that 2s feels no such first push, and that 1sβ is not pushed toward 2s. If K were absent, the α and β cores would obey the same equation and the restricted solution would remain stationary.

The same relations explain the misleading split. Eigenfunctions of F_α must satisfy ⟨2sα|F_α|1sα⟩ = 0, but at the ROHF point

⟨φ₂|F_α|φ₁⟩ = ⟨φ₂|F_β|φ₁⟩ − ⟨φ₂|K|φ₁⟩ = −⟨φ₂|K|φ₁⟩,

which no stationarity condition sets to zero. Diagonalizing F_α therefore rotates 1sα and 2sα into each other. At the ROHF point this already moves about 4.6 MHz to the 1s label, which is most of the 6.2 MHz found in the UHF state. The rotation serves to define orbital energies and polarizes nothing.

The direction of the push can be estimated as well. Exchange acts on 1s as

Kφ₁(r) = φ₂(r)U(r),

where U is the potential of the charge density φ₁φ₂. Let q(s) be the part of this charge inside radius s. Then U(r) = ∫ q(s)/s² ds from r to infinity.

Take φ₁ positive, and φ₂ positive inside a single node and negative outside. Then q rises from zero up to the node and falls afterwards, ending at zero because the orbitals are orthogonal. So q and U are positive. A change δ of 1sα, orthogonal to φ₁ and φ₂, alters the energy to first order by

2⟨δ|F_α|φ₁⟩ = −∫ δ φ₂ U d³r.

A δ with the sign of φ₂ everywhere would lower the energy, but its overlap with φ₂ would be positive, so it is not allowed; δφ₂ must be negative somewhere. Since dU/dr = −q/r² is negative, U weights the inner region most. This favours a δ that is positive near the nucleus, where φ₂U is positive, with the compensation required by orthogonality placed farther out, where U is smaller. The argument suggests, without proving, a contracted 1sα, an expanded 1sβ (its push has the opposite sign) and a positive contribution to ρ_s(0). The calculation below settles the sign.

**Isolating the 1s contribution**

Hold 2s fixed at φ₂ and let 1sα and 1sβ relax separately, both orthogonal to φ₂. For α the orthogonality costs nothing, since an α space that contains φ₂ can always be described this way. For β it is a choice, which keeps 2s character out of the core. Letting 1sβ mix with φ₂ instead would raise the result below by about 1 MHz, so the core part depends on the definition at that level. With Q = 1 − |φ₂⟩⟨φ₂|, the equations are

Q F_α Q 1sα = ε_α 1sα, Q F_β Q 1sβ = ε_β 1sβ,

solved self-consistently for the lowest solution of each. The 2s density is the same as in ROHF, so the change of A is due to the core. The densities at the nucleus are

ROHF 1s: 6.8244 a₀⁻³

relaxed 1sα: 6.8530 a₀⁻³

relaxed 1sβ: 6.7959 a₀⁻³

and the 1s polarization contribution is

ΔA_1s = 1737.3 × (6.8530 − 6.7959) ≈ 99 MHz.

Without intermediate rounding it is 99.1 MHz, which answers (c) under this definition of the core part. At the basis-set limit each of the three densities is about 0.0003 a₀⁻³ lower. This shift cancels in the difference, which becomes 99.15 MHz. The mean radii are 0.5719 a₀ for 1sα and 0.5744 a₀ for 1sβ, so 1sα has indeed contracted relative to 1sβ.

The steps from ROHF to UHF are now

289.4 MHz (ROHF) → 388.6 MHz (core relaxed, 2s frozen) → 390.4 MHz (UHF).

The last step, 1.8 MHz, comes from the relaxation of 2s and from core-valence mixing. The 1s polarization accounts for 98 percent of the difference between UHF and ROHF, and for 25 percent of the UHF value of A.

There is also a split of the UHF state itself that does not depend on the initial choice of α orbitals. Project 1sβ onto the occupied α space and normalize the result. Call this the α partner of 1sβ, and call the α orbital orthogonal to it the valence orbital. The core part is then 99.6 MHz and the valence part 290.7 MHz. The core part is close to the frozen-2s result but not equal to it. In this state 2s has also relaxed, and 1sβ is no longer held orthogonal to φ₂. This is the second split used above to expose the fault.

**The size of the effect from linear response**

The 99 MHz can also be obtained without repeating the self-consistent calculation. Let F̄ = ½(F_α + F_β) at the ROHF point. In the space orthogonal to φ₂, its eigenfunctions are φ₁, with energy ε₁, and functions v, with energies ε_v. To first order in the push, write

1sα = φ₁ + Σ_v c_v v, 1sβ = φ₁ + Σ_v d_v v.

The relaxed 1sα is stationary if F_α has no matrix element between it and the function v − c_v φ₁, which is orthogonal to it to first order. The operator is

F_α = F̄ − ½K + J[δn] − K[δP_α].

Keeping first-order terms, with K_v1 = ⟨v|K|φ₁⟩,

(ε_v − ε₁)c_v − ½K_v1 + ⟨v|J[δn]|φ₁⟩ − ⟨v|K[δP_α]|φ₁⟩ = 0.

The β equation has d_v for c_v, δP_β for δP_α, and +½K_v1. Try d_v = −c_v. Then δn = 2φ₁Σ_v(c_v + d_v)v = 0, so the J term vanishes, and the β equation is minus the α equation. The trial is consistent. With

δP_α(r,r′) = Σ_w c_w[w(r)φ₁(r′) + φ₁(r)w(r′)],

the exchange term is Σ_w c_w[(vw|11) + (v1|w1)], where the index 1 stands for φ₁. The coefficients therefore solve

Σ_w [(ε_v − ε₁)δ_vw − (vw|11) − (v1|w1)] c_w = ½K_v1.

The change in spin density at the nucleus is

δρ_s(0) = 2φ₁(0)Σ_v c_v v(0) − 2φ₁(0)Σ_v d_v v(0) = 4φ₁(0)Σ_v c_v v(0).

One factor 2 comes from squaring an orbital, the other from the opposite motion of the two spins.

There is no second-order correction. Multiply the spin-dependent push ∓½K by a number λ. Changing the sign of λ interchanges the two core orbitals and reverses their density difference. That difference is odd in λ, so the first neglected term is cubic.

The formula gives 99.1 MHz, equal to the self-consistent frozen-2s value at this precision. If the two repulsion integrals on the left are dropped, so that the core does not respond to its own spin polarization, the result is 67.9 MHz. That is 31 percent below the coupled value. Once 1sα and 1sβ differ, their own exchange fields differ too, and this feedback enlarges the polarization.

**Small energy, large hyperfine shift**

From ROHF to UHF the energy falls by 24 microhartree, while A rises by 35 percent of its ROHF value. The energy gain is quadratic in the coefficients c_v, because a push of first order acts through a displacement of first order. The spin density is linear in them and is multiplied by the large amplitude φ₁(0). A well-converged energy is therefore weak evidence for a converged A.

The size of the coefficients can be read from the total spin. Since S² = S_z(S_z + 1) + S₋S₊, and S₊ can turn 1sβ into an α orbital only as far as it lies outside the occupied α space,

⟨S²⟩ = 3/4 + 1 − Σ_a |⟨a|1sβ⟩|²,

with a running over the occupied α orbitals. For cores proportional to φ₁ ± Σ_v c_v v, the overlap is (1 − Σc_v²)/(1 + Σc_v²). Its square is 1 − 4Σc_v² to leading order. UHF gives ⟨S²⟩ = 0.7500157, so Σc_v² ≈ 3.9 × 10⁻⁶. An admixture of amplitude about 0.002 produces the 99 MHz.

**How far the UHF value can be trusted**

The excess of ⟨S²⟩ over 3/4 shows that the UHF determinant is not a pure doublet. It contains a quartet component of weight w, and ⟨S²⟩ = (3/4)(1 − w) + (15/4)w gives

w = 0.0000157/3 ≈ 5 × 10⁻⁶.

This looks negligible, but its amplitude √w ≈ 0.002 is of the same order as the core admixture. The spin-density operator is linear in the electron spins and can connect a doublet with a quartet. The quartet can therefore enter ρ_s(0) through a cross term proportional to √w, which is the order of the polarization effect itself. The effect is large: projecting the quartet out of the UHF determinant, with the orbitals unchanged, leaves only about a third of the shift from ROHF and lowers A to roughly 324 MHz. The value 390.4 MHz belongs to the unprojected determinant, and a small spin contamination does not certify it.

ROHF lies about 110 MHz below the measured constant and UHF about 10 MHz below, which are roughly 30 percent and a few percent of the measured value. The remaining gap collects what the model omits, including electron correlation, relativity and the finite mass and size of the nucleus. These contributions may partly cancel one another and the spin contamination, so the closeness of the total does not show that the 99 MHz is accurate to a few percent.

The split into a large valence part and a smaller core part is also particular to an s valence electron. If the unpaired electron occupied 2p, its density at the nucleus would vanish, and the ROHF contact term with it. Any contact term in UHF would then come from polarized s shells, with a sign that has to be computed. The dipolar and orbital couplings, absent here, would have to be added.

The numerical check printed below covers the stationarity conditions, the linear response and the comparison between basis sets.

Computed values

```
Input nuclear g factor of 7Li: 2.171
Prefactor A/rho_s(0): 1737.32 MHz a0^3
Hydrogen check, A: 1422.8 MHz
ROHF: energy -7.432727 hartree
ROHF: rho_s(0) 0.16659 a0^-3, A 289.42 MHz
frozen 2s: energy -7.432751 hartree
frozen 2s: rho_s(0) 0.22366 a0^-3, A 388.56 MHz
UHF: energy -7.432751 hartree
UHF: rho_s(0) 0.22469 a0^-3, A 390.36 MHz
Energy lowering ROHF to frozen 2s: 23.87 microhartree
Energy lowering ROHF to UHF: 23.99 microhartree
Total shift UHF - ROHF: 100.94 MHz
Isolated 1s polarization: 99.14 MHz
1s share of total shift: 98.22 percent
1s share of UHF A: 25.40 percent
Remaining relaxation and mixing: 1.80 MHz
1s polarization, linear response: 99.14 MHz
1s polarization, uncoupled: 67.94 MHz
ROHF 1s density at nucleus: 6.82439 a0^-3
Frozen 2s, 1s alpha: density at nucleus 6.85296 a0^-3
Frozen 2s, 1s alpha: mean radius 0.571880 a0
Frozen 2s, 1s beta: density at nucleus 6.79590 a0^-3
Frozen 2s, 1s beta: mean radius 0.574370 a0
UHF canonical split: 1s 105.79, 2s 284.58 MHz
UHF paired split: 1s 99.62, 2s 290.74 MHz
UHF <S^2>: 0.7500157 (pure doublet 0.75)
UHF virial ratio -V/T: 2.0000000
Small basis A: ROHF 289.63, UHF 390.45 MHz
Gaussian A: ROHF 289.30, UHF 390.23 MHz
Gaussian energy: ROHF -7.432727, UHF -7.432751 hartree
Measured A, rough input: 402 MHz
Measured minus ROHF: 113 MHz
Measured minus UHF: 12 MHz
```
